# Optimal estimation of a pure qubit from N identical copies: test program

```python
# Result under test: the best mean fidelity for estimating a pure qubit from
# N copies is (N+1)/(N+2), attained by coherent states of spin j = N/2.
# n: true Bloch direction (uniform), m_r: guessed direction for outcome r,
# E_r: measurement operators, P: projector on the symmetric subspace,
# K(m) = integral dn |n><n|^(x N) |<m|n>|^2, so that F = sum_r Tr[E_r K(m_r)].
# All quantities are dimensionless (hbar = 1).
from functools import reduce
from math import comb
import numpy as np

rng = np.random.default_rng(7)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def sphere_rule(degree):
    """Directions and weights exact for spherical polynomials to this degree."""
    x, w = np.polynomial.legendre.leggauss(degree // 2 + 1)
    phi = 2 * np.pi * np.arange(degree + 1) / (degree + 1)
    z, f = np.meshgrid(x, phi, indexing="ij")
    s = np.sqrt(1 - z**2)
    dirs = np.stack([s * np.cos(f), s * np.sin(f), z], axis=-1).reshape(-1, 3)
    return dirs, np.repeat(w / 2, degree + 1) / (degree + 1)


def random_directions(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


def spinor(d):
    z = np.clip(d[2], -1, 1)
    phase = np.exp(1j * np.arctan2(d[1], d[0]))
    return np.array([np.sqrt((1 + z) / 2), np.sqrt((1 - z) / 2) * phase])


def copies(dirs, N):
    return np.array([reduce(np.kron, [spinor(d)] * N) for d in dirs])


def symmetric_projector(N):
    ones = np.array([bin(a).count("1") for a in range(2**N)])
    size = np.array([comb(N, int(k)) for k in ones])
    return (ones[:, None] == ones[None, :]) / size[:, None]


def total_spin(N):
    J = np.zeros((3, 2**N, 2**N), dtype=complex)
    for a in range(3):
        for site in range(N):
            factors = [np.eye(2)] * N
            factors[site] = PAULI[a] / 2
            J[a] += reduce(np.kron, factors)
    return J


def probabilities(E, dirs, N):
    S = copies(dirs, N)
    return np.einsum("ia,rab,ib->ir", S.conj(), E, S, optimize=True).real


def fidelity_at(E, guesses, dirs, N):
    """Mean fidelity for each true direction, from the definition."""
    a = np.array([spinor(d) for d in dirs])
    b = np.array([spinor(d) for d in guesses])
    return np.sum(probabilities(E, dirs, N) * abs(a.conj() @ b.T)**2, axis=1)


def average_fidelity(E, guesses, N):
    dirs, w = sphere_rule(N + 1)
    return w @ fidelity_at(E, guesses, dirs, N)


def coherent_povm(dirs, weights, N):
    S = copies(dirs, N)
    return (N + 1) * weights[:, None, None] * np.einsum("ra,rb->rab", S, S.conj())


def best_guesses(E, N):
    dirs, w = sphere_rule(N + 1)
    V = np.einsum("i,ix,ir->rx", w, dirs, probabilities(E, dirs, N))
    length = np.linalg.norm(V, axis=1)
    guesses = np.tile([0.0, 0.0, 1.0], (len(E), 1))
    good = length > 1e-12
    guesses[good] = V[good] / length[good, None]
    return guesses, length


# Score operator, bound, completeness and attainment for several N
print("N, outcomes, top and second eigenvalue of K, mean fidelity F, 1-F:")
for N in range(1, 7):
    P, J, j = symmetric_projector(N), total_spin(N), N / 2
    dirs, w = sphere_rule(N + 1)
    S = copies(dirs, N)
    m = random_directions(1)[0]
    overlap = abs(np.array([spinor(d) for d in dirs]).conj() @ spinor(m))**2
    K = np.einsum("i,ia,ib->ab", w * overlap, S, S.conj(), optimize=True)
    formula = P @ (np.eye(2**N) + np.einsum("x,xab->ab", m, J) / (j + 1)) @ P
    assert np.allclose(K, formula / (2 * (2 * j + 1)), atol=1e-12)
    values, vectors = np.linalg.eigh(K)
    spectrum = np.arange(1, N + 2) / ((N + 1) * (N + 2))
    assert np.allclose(values[-(N + 1):], spectrum, atol=1e-12)
    assert np.allclose(values[:-(N + 1)], 0, atol=1e-12)
    assert abs(abs(np.vdot(vectors[:, -1], copies([m], N)[0])) - 1) < 1e-10
    guesses, c = sphere_rule(N)
    E = coherent_povm(guesses, c, N)
    assert np.allclose(E.sum(axis=0), P, atol=1e-12)
    F = average_fidelity(E, guesses, N)
    assert abs(F - (N + 1) / (N + 2)) < 1e-12
    # one degree more makes the fidelity the same for every true direction
    E_flat = coherent_povm(dirs, w, N)
    flat = fidelity_at(E_flat, dirs, random_directions(50), N)
    assert np.allclose(flat, (N + 1) / (N + 2), atol=1e-12)
    print(f"  {N}  {len(E):3d}  {values[-1]:.6f}  {values[-2]:.6f}"
          f"  {F:.6f}  {1 - F:.6f}")


# Search over general measurements, with no coherent states put in
def search(N, outcomes=10, starts=4, steps=1500):
    dirs, w = sphere_rule(N + 1)
    values, vectors = np.linalg.eigh(symmetric_projector(N))
    basis = vectors[:, values > 0.5]
    S = copies(dirs, N) @ basis.conj()
    A0 = np.einsum("i,ia,ib->ab", w, S, S.conj())
    A = np.einsum("i,ix,ia,ib->xab", w, dirs, S, S.conj())

    def normalize(X):
        e, u = np.linalg.eigh(X.sum(axis=0))
        root = (u / np.sqrt(e)) @ u.conj().T
        return root @ X @ root

    first, last = [], []
    for _ in range(starts):
        shape = (outcomes, N + 1, N + 1)
        G = rng.normal(size=shape) + 1j * rng.normal(size=shape)
        E = normalize(G @ G.conj().transpose(0, 2, 1))
        for step in range(steps):
            V = np.einsum("rab,xba->rx", E, A).real
            g = V / np.linalg.norm(V, axis=1)[:, None]
            K = (A0 + np.einsum("rx,xab->rab", g, A)) / 2
            score = np.einsum("rab,rba->", E, K).real
            assert score <= (N + 1) / (N + 2) + 1e-10
            if step == 0:
                first.append(score)
            E = normalize(K @ E @ K)
        last.append(score)
    return max(first), max(last)


print("Search from random measurements (10 outcomes, 4 starts):")
for N in (2, 3):
    start, end = search(N)
    assert end > (N + 1) / (N + 2) - 1e-3  # finite number of search steps
    print(f"  N={N}: best random start F = {start:.6f}, best found F = {end:.6f}")

# Worked example with two copies
N = 2
P = symmetric_projector(N)
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
octa = np.vstack([np.eye(3), -np.eye(3)])
sample = random_directions(3000)
print("Two copies, finite coherent measurements:")
for name, g in (("tetrahedron", tetra), ("octahedron", octa)):
    E = coherent_povm(g, np.full(len(g), 1 / len(g)), N)
    assert np.allclose(E.sum(axis=0), P, atol=1e-12)
    mean = average_fidelity(E, g, N)
    assert abs(mean - 3 / 4) < 1e-12
    test_dirs = np.vstack([g, -g, sample])
    f = fidelity_at(E, g, test_dirs, N)
    if name == "tetrahedron":
        assert abs(f.min() - 2 / 3) < 1e-12 and abs(f.max() - 5 / 6) < 1e-12
    else:
        assert np.ptp(f) < 1e-12
    print(f"  {name}: outcomes {len(g)}, mean F = {mean:.6f},"
          f" min F = {f.min():.6f}, max F = {f.max():.6f}")


def separate_povm(axis1, axis2):
    def projectors(a):
        return [(np.eye(2) + s * PAULI[a]) / 2 for s in (1, -1)]
    return np.array([np.kron(p, q) for p in projectors(axis1)
                     for q in projectors(axis2)])


print("Two copies measured separately, best guess for each outcome:")
for name, axes, expected in (("z and z", (2, 2), 2 / 3),
                             ("x and z", (0, 2), 0.5 + np.sqrt(2) / 6)):
    E = separate_povm(*axes)
    g, length = best_guesses(E, N)
    F = average_fidelity(E, g, N)
    assert abs(F - 0.5 - length.sum() / 2) < 1e-12
    assert abs(F - expected) < 1e-12 and F < 3 / 4
    print(f"  {name}: |V_r| = {np.array2string(length, precision=6)}")
    print(f"     mean F = {F:.6f}, shortfall from optimum = {3 / 4 - F:.6f}")

print("success")
```

It prints:

```
N, outcomes, top and second eigenvalue of K, mean fidelity F, 1-F:
  1    2  0.333333  0.166667  0.666667  0.333333
  2    6  0.250000  0.166667  0.750000  0.250000
  3    8  0.200000  0.150000  0.800000  0.200000
  4   15  0.166667  0.133333  0.833333  0.166667
  5   18  0.142857  0.119048  0.857143  0.142857
  6   28  0.125000  0.107143  0.875000  0.125000
Search from random measurements (10 outcomes, 4 starts):
  N=2: best random start F = 0.609521, best found F = 0.750000
  N=3: best random start F = 0.598413, best found F = 0.800000
Two copies, finite coherent measurements:
  tetrahedron: outcomes 4, mean F = 0.750000, min F = 0.666667, max F = 0.833333
  octahedron: outcomes 6, mean F = 0.750000, min F = 0.750000, max F = 0.750000
Two copies measured separately, best guess for each outcome:
  z and z: |V_r| = [1.666667e-01 1.018178e-17 1.018178e-17 1.666667e-01]
     mean F = 0.666667, shortfall from optimum = 0.083333
  x and z: |V_r| = [0.117851 0.117851 0.117851 0.117851]
     mean F = 0.735702, shortfall from optimum = 0.014298
success
```
